# Phase-interchange duality for the permittivity of two-dimensional dielectric composites: test program

```python
"""Phase-interchange duality for the permittivity of a two-dimensional composite.

Result under test: for a cross-section of isotropic phases k1 and k2,
    K_y(k1, k2) * K_x(k2, k1) = k1 * k2,
and, as tensors, K(k2, k1) = k1*k2*K(k1, k2)/det K(k1, k2).
K is the effective relative permittivity; the second argument order means the
same geometry with interchanged phases. x is lateral, y is vertical, and the
channels run along z. k1 is the matrix and k2 the gap in the original film.

Each medium is solved separately with periodic bilinear (3D: trilinear) finite
elements for the potential. Material edges lie on element edges, so each
computed energy is an upper bound. Duality is not built into this method.
"""
from functools import reduce
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.sparse import csr_matrix


def conjugate_gradient(matrix, rhs):
    solution = np.zeros_like(rhs)
    residual = rhs.copy()
    direction = residual.copy()
    square = residual @ residual
    target = 1e-20 * square
    if square < 1e-24:
        return solution
    for _ in range(6000):
        image = matrix @ direction
        step = square / (direction @ image)
        solution += step * direction
        residual -= step * image
        new_square = residual @ residual
        if new_square <= target:
            return solution
        direction = residual + (new_square / square) * direction
        square = new_square
    raise RuntimeError("conjugate gradients did not converge")


def solve_cell(permittivity, drives=(0, 1)):
    """Return effective tensor, element-mean fields and periodic potentials.

    Fields have shape (drive, component, element); each mean field is one.
    Lengths are in element widths.
    """
    dim = permittivity.ndim
    corners = np.array(list(product((0, 1), repeat=dim)), dtype=int)
    count = permittivity.size
    ids = np.arange(count).reshape(permittivity.shape)
    nodes = np.stack([np.roll(ids, tuple(-c), axis=tuple(range(dim))).ravel()
                      for c in corners], axis=1)
    mass = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6
    stiff = np.array([[1.0, -1.0], [-1.0, 1.0]])
    local = sum(reduce(np.kron, [stiff if a == b else mass for b in range(dim)])
                for a in range(dim))
    k = permittivity.ravel()
    size = len(corners)
    rows = np.repeat(nodes, size, axis=1).ravel()
    cols = np.tile(nodes, (1, size)).ravel()
    matrix = csr_matrix(((k[:, None] * local.ravel()).ravel(), (rows, cols)),
                        shape=(count, count))
    totals, fields, potentials = [], [], []
    for drive in drives:
        linear = corners[:, drive].astype(float)
        load = -np.bincount(nodes.ravel(), minlength=count,
                            weights=(k[:, None] * (local @ linear)).ravel())
        v = conjugate_gradient(matrix, load)
        total = linear + v[nodes]
        totals.append(total)
        fields.append([total @ (2 * corners[:, a] - 1) / 2 ** (dim - 1)
                       for a in range(dim)])
        potentials.append(v)
    tensor = np.array([[np.sum(k[:, None] * a * (b @ local)) / count
                        for b in totals] for a in totals])
    return tensor, np.array(fields), potentials


# Example inputs: rough typical organosilicate value, round dimensions.
k1, k2 = 2.7, 1.0
cell_nm, gap_width_nm, gap_height_nm = 32.0, 12.0, 20.0
bias_V = 1.0
target = k1 * k2
gap_fraction = gap_width_nm * gap_height_nm / cell_nm**2


def channel_map(n, matrix, gap, liner=None, liner_nm=1.0):
    centre = (np.arange(n) + 0.5) * cell_nm / n - cell_nm / 2
    x, y = np.meshgrid(np.abs(centre), np.abs(centre), indexing="ij")
    result = np.full((n, n), float(matrix))
    if liner is not None:
        result[(x < gap_width_nm / 2 + liner_nm)
               & (y < gap_height_nm / 2 + liner_nm)] = liner
    result[(x < gap_width_nm / 2) & (y < gap_height_nm / 2)] = gap
    return result


# Laminate: solver against direct one-dimensional integration.
layers = np.full((16, 16), k1)
layers[:6, :] = k2
laminate = solve_cell(layers)[0]
assert abs(laminate[0, 0] - 1 / np.mean(1 / layers[:, 0])) < 1e-8
assert abs(laminate[1, 1] - np.mean(layers[:, 0])) < 1e-8
swapped_laminate = solve_cell(target / layers)[0]
assert abs(laminate[0, 0] * swapped_laminate[1, 1] - target) < 1e-8

# Channel film: separate solutions of both media on three meshes.
meshes = (32, 64, 128)
upper_y, upper_x_swapped, excess, field_error = [], [], [], []
for n in meshes:
    original_map = channel_map(n, k1, k2)
    original, field, potential = solve_cell(original_map)
    swapped, swapped_field, _ = solve_cell(channel_map(n, k2, k1))
    upper_y.append(original[1, 1])
    upper_x_swapped.append(swapped[0, 0])
    excess.append(original[1, 1] * swapped[0, 0] / target - 1)
    flux = original_map.ravel() * field[1]
    rotated = np.array([flux[1], -flux[0]]) / original[1, 1]
    fluctuation = swapped_field[0] - np.array([[1.0], [0.0]])
    field_error.append(np.linalg.norm(rotated - swapped_field[0])
                       / np.linalg.norm(fluctuation))
other_product = original[0, 0] * swapped[1, 1]
assert excess[0] > excess[1] > excess[2] > 0
assert excess[2] < 2e-3 and abs(other_product / target - 1) < 2e-3
assert field_error[2] < 0.05 and field_error[2] < 0.5 * field_error[0]


def aitken(values):
    a, b, c = values
    return c - (c - b) ** 2 / (c - 2 * b + a)


limit_y = aitken(upper_y)
limit_excess = limit_y * aitken(upper_x_swapped) / target - 1
lower_y = target / upper_x_swapped[-1]
assert abs(limit_excess) < 0.2 * excess[-1]
assert lower_y < limit_y < upper_y[-1]
arithmetic = (1 - gap_fraction) * k1 + gap_fraction * k2
harmonic = 1 / ((1 - gap_fraction) / k1 + gap_fraction / k2)
assert harmonic < lower_y < upper_y[-1] < arithmetic

# Electrode planes midway between channels are equipotentials.
plane = potential[1].reshape(n, n)[:, 0]
assert np.ptp(plane) < 1e-5

# Mean fields inferred from K_y against direct field averages.
K_y = upper_y[-1]
gap_ratio = (k1 - K_y) / (gap_fraction * (k1 - k2))
in_gap = original_map.ravel() == k2
assert abs(gap_ratio - field[1, 1, in_gap].mean()) < 1e-6
field_size = np.hypot(field[1, 0], field[1, 1])

# Oblique channel: full tensor relation and common principal axes.
blocks = np.full((8, 8), k1)
for ix, iy in ((1, 2), (2, 2), (2, 3), (3, 3), (4, 3), (4, 4), (5, 4), (6, 4)):
    blocks[ix, iy] = k2
oblique_map = np.kron(blocks, np.ones((16, 16)))
oblique = solve_cell(oblique_map)[0]
oblique_swapped = solve_cell(target / oblique_map)[0]
predicted = target * oblique / np.linalg.det(oblique)
tensor_error = np.max(np.abs(predicted - oblique_swapped))
assert abs(oblique[0, 1]) > 0.02 and tensor_error < 5e-3


def larger_axis_angle(tensor):
    return np.degrees(0.5 * np.arctan2(2 * tensor[0, 1],
                                       tensor[0, 0] - tensor[1, 1]))


angles = larger_axis_angle(oblique), larger_axis_angle(oblique_swapped)
assert abs(angles[0] - angles[1]) < 1.0

# Checkerboard: interchange is a translation.
board = np.kron(np.array([[k1, k2], [k2, k1]]), np.ones((64, 64)))
checkerboard = solve_cell(board, (0,))[0][0, 0]
assert abs(checkerboard / np.sqrt(target) - 1) < 3e-3

# A third phase: fixed liner versus the fully transformed medium.
liner_k = 4.0
lined_map = channel_map(128, k1, k2, liner_k)
lined_y = solve_cell(lined_map, (1,))[0][0, 0]
fixed_x = solve_cell(channel_map(128, k2, k1, liner_k), (0,))[0][0, 0]
dual_x = solve_cell(target / lined_map, (0,))[0][0, 0]
fixed_excess = lined_y * fixed_x / target - 1
dual_excess = lined_y * dual_x / target - 1
assert abs(dual_excess) < 4e-3 and fixed_excess > 0.02

# Supports across the channels: genuinely three-dimensional medium.
period_nm, support_nm = 48, 6
open_fraction = 1 - support_nm / period_nm
volume = np.repeat(channel_map(32, k1, k2)[:, :, None], period_nm, axis=2)
volume[:, :, :support_nm] = k1
support_y = solve_cell(volume, (1,))[0][0, 0]
support_x_swapped = solve_cell(target / volume, (0,))[0][0, 0]
support_upper = support_y * support_x_swapped / target - 1
support_lower = (open_fraction * (1 - open_fraction) * (k1 - K_y) ** 2
                 / (k1 * K_y))
assert support_y > open_fraction * lower_y + (1 - open_fraction) * k1
assert support_upper > support_lower > excess[-1]

# Other neglected effects for the same film.
moist_k1 = k1 + 0.1
moist_y = solve_cell(channel_map(128, moist_k1, k2), (1,))[0][0, 0]
mean_field = bias_V / (cell_nm * 1e-7) / 1e6
strength = 5.0
frequency_GHz = 100.0
wave_parameter = (2 * np.pi * frequency_GHz * 1e9 * cell_nm * 1e-9
                  / const.c) ** 2 * k1
barrier_eV, mass_ratio = 3.0, 0.5
heights = np.linspace(barrier_eV, barrier_eV - bias_V, 2001) * const.e
decay = np.sqrt(2 * mass_ratio * const.m_e * heights) / const.hbar
tunnel_log10 = -2 * np.mean(decay) * cell_nm * 1e-9 / np.log(10)
capacitance = const.epsilon_0 * K_y / (cell_nm * 1e-9) * 1e5
capacitance_low = const.epsilon_0 * lower_y / (cell_nm * 1e-9) * 1e5

print(f"Matrix k1, gap k2, product: {k1:.2f}, {k2:.2f}, {target:.2f}")
print(f"Film thickness and channel pitch: {cell_nm:.0f} nm")
print(f"Channel width, height: {gap_width_nm:.0f}, {gap_height_nm:.0f} nm")
print(f"Gap area fraction: {gap_fraction:.6f}")
for i, n in enumerate(meshes):
    print(f"Mesh {cell_nm/n:.2f} nm: K_y(k1,k2) {upper_y[i]:.6f}, "
          f"K_x(k2,k1) {upper_x_swapped[i]:.6f}")
    print(f"  product excess {100*excess[i]:.5f} %, "
          f"rotated-field error {100*field_error[i]:.3f} %")
print(f"Extrapolated K_y: {limit_y:.6f}")
print(f"Extrapolated product excess: {100*limit_excess:.6f} %")
print(f"Rigorous bracket for K_y: {lower_y:.6f} to {upper_y[-1]:.6f}")
print(f"Harmonic, arithmetic bounds: {harmonic:.5f}, {arithmetic:.5f}")
print(f"K_x(k1,k2), K_y(k2,k1): {original[0,0]:.6f}, {swapped[1,1]:.6f}")
print(f"Their product: {other_product:.6f}")
print(f"Same-film product K_x*K_y: {original[0,0]*K_y:.5f}")
print(f"Capacitance bracket: {capacitance_low:.4f} to {capacitance:.4f} nF/cm2")
print("Oblique K xx,xy,yy: " + ", ".join(
    f"{oblique[a]:.5f}" for a in ((0, 0), (0, 1), (1, 1))))
print("Oblique interchanged xx,xy,yy: " + ", ".join(
    f"{oblique_swapped[a]:.5f}" for a in ((0, 0), (0, 1), (1, 1))))
print("Predicted interchanged xx,xy,yy: " + ", ".join(
    f"{predicted[a]:.5f}" for a in ((0, 0), (0, 1), (1, 1))))
print(f"Larger-K axis angles: {angles[0]:.3f}, {angles[1]:.3f} degrees")
print(f"Checkerboard K, sqrt(k1*k2): {checkerboard:.6f}, {np.sqrt(target):.6f}")
print(f"Bias, mean field: {bias_V:.1f} V, {mean_field:.4f} MV/cm")
print(f"Mean gap field / applied field: {gap_ratio:.5f}")
print(f"Mean gap field: {gap_ratio*mean_field:.4f} MV/cm")
print(f"Largest element field in matrix, 0.25 nm mesh: "
      f"{field_size[~in_gap].max()*mean_field:.4f} MV/cm")
print(f"Largest element field in gap, 0.25 nm mesh: "
      f"{field_size[in_gap].max()*mean_field:.4f} MV/cm")
print(f"Rough matrix breakdown strength (input): {strength:.1f} MV/cm")
print(f"Liner thickness, k (rough inputs): 1 nm, {liner_k:.1f}")
print(f"K_y with liner, change: {lined_y:.5f}, {100*(lined_y/K_y-1):.3f} %")
print(f"Product excess, liner held fixed: {100*fixed_excess:.3f} %")
print(f"Product excess, liner transformed: {100*dual_excess:.4f} %")
print(f"Support width, period: {support_nm}, {period_nm} nm")
print(f"K_y with supports, 1 nm mesh: {support_y:.5f}")
print(f"3D product excess bracket: {100*support_lower:.4f} to "
      f"{100*support_upper:.4f} %")
print(f"Moist matrix k (rough input), K_y: {moist_k1:.2f}, {moist_y:.5f}")
print(f"Moisture change of K_y: {100*(moist_y/K_y-1):.3f} %")
print(f"Squared phase across cell at {frequency_GHz:.0f} GHz: "
      f"{wave_parameter:.3e}")
print(f"Tunnel barrier, mass ratio (rough inputs): {barrier_eV:.1f} eV, "
      f"{mass_ratio:.1f}")
print(f"log10 direct-tunnelling transmission: {tunnel_log10:.1f}")
print(f"Maximum electron energy gain from bias: {bias_V:.1f} eV")
print("OK")
```

Running it gives:

```
Matrix k1, gap k2, product: 2.70, 1.00, 2.70
Film thickness and channel pitch: 32 nm
Channel width, height: 12, 20 nm
Gap area fraction: 0.234375
Mesh 1.00 nm: K_y(k1,k2) 2.219577, K_x(k2,k1) 1.216955
  product excess 0.04165 %, rotated-field error 2.824 %
Mesh 0.50 nm: K_y(k1,k2) 2.219262, K_x(k2,k1) 1.216781
  product excess 0.01317 %, rotated-field error 1.540 %
Mesh 0.25 nm: K_y(k1,k2) 2.219162, K_x(k2,k1) 1.216726
  product excess 0.00412 %, rotated-field error 0.845 %
Extrapolated K_y: 2.219115
Extrapolated product excess: -0.000093 %
Rigorous bracket for K_y: 2.219070 to 2.219162
Harmonic, arithmetic bounds: 1.93073, 2.30156
K_x(k1,k2), K_y(k2,k1): 2.107196, 1.281392
Their product: 2.700146
Same-film product K_x*K_y: 4.67621
Capacitance bracket: 61.4002 to 61.4027 nF/cm2
Oblique K xx,xy,yy: 2.43465, 0.03675, 2.33351
Oblique interchanged xx,xy,yy: 1.15748, 0.01748, 1.10936
Predicted interchanged xx,xy,yy: 1.15733, 0.01747, 1.10925
Larger-K axis angles: 18.004, 17.999 degrees
Checkerboard K, sqrt(k1*k2): 1.643647, 1.643168
Bias, mean field: 1.0 V, 0.3125 MV/cm
Mean gap field / applied field: 1.20681
Mean gap field: 0.3771 MV/cm
Largest element field in matrix, 0.25 nm mesh: 0.4102 MV/cm
Largest element field in gap, 0.25 nm mesh: 0.5034 MV/cm
Rough matrix breakdown strength (input): 5.0 MV/cm
Liner thickness, k (rough inputs): 1 nm, 4.0
K_y with liner, change: 2.29350, 3.350 %
Product excess, liner held fixed: 11.391 %
Product excess, liner transformed: 0.0087 %
Support width, period: 6, 48 nm
K_y with supports, 1 nm mesh: 2.28442
3D product excess bracket: 0.4220 to 1.2512 %
Moist matrix k (rough input), K_y: 2.80, 2.28846
Moisture change of K_y: 3.123 %
Squared phase across cell at 100 GHz: 1.214e-08
Tunnel barrier, mass ratio (rough inputs): 3.0 eV, 0.5
log10 direct-tunnelling transmission: -158.9
Maximum electron energy gain from bias: 1.0 eV
OK
```
